\section*{Force constants, compliance constants and the O–H bond in water}

\section{The argument under review}

The argument submitted for comment concerns the O--H bonds of an isolated water molecule and runs as follows.

\begin{quote}
The length $r_1$ of a bond is a definite function of the nuclear positions. The potential energy $V$ is a definite function too. The diagonal force constant $F_{11}=\partial^2V/\partial r_1^2$ at the equilibrium geometry is therefore a property of that bond alone, and its value measures the strength of the bond uniquely.
\end{quote}

The two premises are correct. The conclusion does not follow, because a partial derivative is not specified by the variable that changes. It also needs a statement of what is held fixed, and the argument makes none. My comments examine what this omission does to $F_{11}$, whether another quantity is free of the defect, and how much of the phrase ``bond strength'' that quantity can support.

\section{What the partial derivative holds fixed}

The shape of a triatomic molecule is described by three internal coordinates. Let $q=(q_1,q_2,q_3)=(r_1,r_2,\theta)$, with $r_1,r_2$ the O--H lengths and $\theta$ the HOH angle in radians. Let $F_{ij}=\partial^2V/\partial q_i\partial q_j$ at the minimum of $V$, where $F$ is assumed to be positive definite.

Now describe the same molecule by another complete, nonredundant set $q'$ with $q'_1=r_1$ but different companions. Holding $q'_2$ and $q'_3$ fixed while $r_1$ grows by $s$ selects a path $q(s)$. Along it the chain rule gives
\begin{equation}
F'_{11}=\frac{d^2V}{ds^2}=\sum_{ij}F_{ij}\frac{dq_i}{ds}\frac{dq_j}{ds}
+\sum_i\frac{\partial V}{\partial q_i}\frac{d^2q_i}{ds^2}.
\end{equation}
At the minimum the gradient is zero and the last sum vanishes. With the tangent $t_i=dq_i/ds$,
\begin{equation}
F'_{11}=t^{T}Ft,\qquad t_1=1 .
\label{eq:tft}
\end{equation}
The companions determine $t_2$ and $t_3$. The diagonal constant is thus the curvature of $V$ along a direction that the bond alone does not determine.

\section{One bond, several force constants}

By symmetry, the force constants of water in $(r_1,r_2,\theta)$ are
\begin{equation}
F=\begin{pmatrix} f_r&f_{rr}&f_{r\theta}\\ f_{rr}&f_r&f_{r\theta}\\ f_{r\theta}&f_{r\theta}&f_\theta\end{pmatrix}.
\end{equation}
I computed them at the RHF/cc-pVDZ level, at the geometry optimized at that level. This omits electron correlation, uses a small basis and includes no vibrational averaging, so the values illustrate the coordinate dependence and do not predict measured constants. The results are $r=94.629$ pm, $\theta=104.613^\circ$, $f_r=969.64$ N/m, $f_{rr}=-6.81$ N/m, $f_{r\theta}=2.4923$ nN/rad and $f_\theta=0.78998$ aJ/rad$^2$. The digits are kept for the arithmetic below and are not converged. RHF/cc-pVTZ moves $r$ to 94.06 pm, $\theta$ to $106.0^\circ$, $f_r$ to 976 N/m and $f_\theta$ to 0.760 aJ/rad$^2$, and MP2/cc-pVDZ gives $f_r=858$ N/m, $f_{rr}=-14$ N/m and $f_{r\theta}=2.8$ nN/rad. The relaxed constant derived below, 962 N/m, becomes 968 and 846 N/m at these levels, and the 81 N/m gap between the two bonds becomes 79 and 95 N/m. Useful conversions are 1 nN/pm $=10^3$ N/m and 1 aJ/pm$^2=10^6$ N/m.

\subsection{The H--H distance as third coordinate}

Replace $\theta$ by the H--H distance $d$, where $d^2=r_1^2+r_2^2-2r_1r_2\cos\theta$. Differentiation with respect to $r_1$ at fixed $r_2$ and $d$ gives
\begin{equation}
0=2r_1-2r_2\cos\theta+2r_1r_2\sin\theta\,\frac{\partial\theta}{\partial r_1}.
\end{equation}
At $r_1=r_2=r$ this becomes
\begin{equation}
\frac{\partial\theta}{\partial r_1}=-\frac{1-\cos\theta}{r\sin\theta}=-\frac{\tan(\theta/2)}{r}.
\end{equation}
Stretching the bond at fixed $d$ closes the angle. Inserting $t=(1,0,-\tan(\theta/2)/r)$ in Eq.~\eqref{eq:tft} yields
\begin{equation}
F_{11}^{(d)}=f_r-\frac{2\tan(\theta/2)}{r}f_{r\theta}+\frac{\tan^2(\theta/2)}{r^2}f_\theta .
\end{equation}
With $\tan(\theta/2)=1.29415$, the second term is $-2(1.29415)(2.4923)/94.629$ nN/pm $=-68.2$ N/m. The third is $(1.29415)^2(0.78998)/(94.629)^2$ aJ/pm$^2=147.8$ N/m. The sum, $969.6-68.2+147.8$, is 1049 N/m. Neither the molecule nor the bond length has changed. The increase is the cost of the forced bending, less what the stretch--bend coupling returns.

\subsection{The difference of the bond lengths as a coordinate}

The set $(r_1,\,r_2-r_1,\,\theta)$ is also complete. Holding $r_2-r_1$ fixed makes the second bond stretch with the first, so $t=(1,1,0)$ and
\begin{equation}
F_{11}^{(-)}=f_r+2f_{rr}+f_r=2(f_r+f_{rr}).
\end{equation}
This is $2(969.6-6.8)$ N/m, or 1926 N/m. The value is nearly doubled because two bonds are being stretched, although the derivative is still labelled by $r_1$.

\subsection{Identical bonds with different constants}

As third coordinate take the angle $\beta$ at the first hydrogen. The perpendicular from H$_2$ to the line OH$_1$ has length $r_2\sin\theta$, and its foot lies a distance $r_1-r_2\cos\theta$ from H$_1$. Hence
\begin{equation}
\tan\beta\,(r_1-r_2\cos\theta)=r_2\sin\theta .
\end{equation}
Differentiate with respect to $r_1$ at fixed $r_2$ and $\beta$:
\begin{equation}
\tan\beta\left(1+r_2\sin\theta\,\frac{\partial\theta}{\partial r_1}\right)=r_2\cos\theta\,\frac{\partial\theta}{\partial r_1}.
\end{equation}
Multiplying by $\cos\beta$ and collecting the derivative gives
\begin{equation}
\frac{\partial\theta}{\partial r_1}=\frac{\sin\beta}{r_2(\cos\theta\cos\beta-\sin\theta\sin\beta)}
=\frac{\sin\beta}{r_2\cos(\theta+\beta)} .
\end{equation}
At equilibrium the triangle is isosceles, so $\beta=(\pi-\theta)/2$. Then $\sin\beta=\cos(\theta/2)$ and $\cos(\theta+\beta)=-\sin(\theta/2)$, which gives $\partial\theta/\partial r_1=-\cot(\theta/2)/r$.

The derivative with respect to $r_2$ follows from scaling. A common scaling of all lengths leaves angles unchanged, so at fixed $\beta$ the angle $\theta$ depends on $r_1/r_2$ alone. Therefore $r_1\,\partial\theta/\partial r_1+r_2\,\partial\theta/\partial r_2=0$, and at equilibrium $\partial\theta/\partial r_2=+\cot(\theta/2)/r$. The tangents for the two stretches are $(1,0,-\cot(\theta/2)/r)$ and $(0,1,+\cot(\theta/2)/r)$. The diagonal constants are
\begin{equation}
F^{(\beta)}_{r_1r_1,\;r_2r_2}=f_r\mp\frac{2\cot(\theta/2)}{r}f_{r\theta}+\frac{\cot^2(\theta/2)}{r^2}f_\theta ,
\end{equation}
with the upper sign for $r_1$. With $\cot(\theta/2)=0.77271$ the cross term has magnitude 40.7 N/m and the last term is 52.7 N/m. The constants are $969.6-40.7+52.7$, or 982 N/m, for $r_1$, and $969.6+40.7+52.7$, or 1063 N/m, for $r_2$.

The two bonds are equivalent by symmetry, yet their diagonal constants differ by 81 N/m. Read as bond strengths, these numbers would make one O--H bond of water stronger than the other. The asymmetry lies in the coordinate set, which contains the angle at one hydrogen and not at the other.

\section{Why the inverse matrix behaves differently}

\subsection{Rows and columns of the transformation}

Let $J_{ki}=\partial q'_k/\partial q_i$ at the minimum. Differentiating $V$ twice through $q'(q)$ gives
\begin{equation}
F=J^{T}F'J+\sum_k\frac{\partial V}{\partial q'_k}K^{(k)},\qquad
K^{(k)}_{ij}=\frac{\partial^2q'_k}{\partial q_i\,\partial q_j}.
\label{eq:full}
\end{equation}
The gradient term vanishes at the minimum. Solving for $F'$ and then inverting, with the compliance matrix defined as $C=F^{-1}$, gives
\begin{equation}
F'=J^{-T}FJ^{-1},\qquad C'=JCJ^{T}.
\end{equation}
The element $F'_{11}$ involves the first \emph{column} of $J^{-1}$, namely $\partial q_i/\partial q'_1$ at fixed companions. This is the tangent $t$. The element $C'_{11}$ involves the first \emph{row} of $J$, namely $\partial q'_1/\partial q_i$. If $q'_1=q_1$, that row is $(1,0,0)$ whatever the companions are, and
\begin{equation}
C'_{11}=\sum_{ij}J_{1i}C_{ij}J_{1j}=C_{11}.
\end{equation}

The companions can be removed from the expression altogether. Let $H$ be the $9\times9$ Cartesian Hessian, $B$ the $3\times9$ matrix of Cartesian derivatives of the internal coordinates, and $b_1=B^{T}e_1$ the Cartesian gradient of $q_1$, with $e_1=(1,0,0)^T$. At the minimum $H=B^{T}FB$. Let $x$ be any solution of $Hx=b_1$, that is, of $B^{T}FBx=B^{T}e_1$. The columns of $B^{T}$ are linearly independent because the coordinates are nonredundant, so $FBx=e_1$ and $Bx=Ce_1$. A solution exists because $B$ has full row rank. Hence
\begin{equation}
b_1^{T}x=e_1^{T}Bx=C_{11}.
\end{equation}
One solution is $x=H^{+}b_1$, with $H^{+}$ the pseudoinverse, so $C_{11}=b_1^{T}H^{+}b_1$. The right-hand side contains the energy surface and the coordinate $q_1$, and nothing else.

\subsection{The experiment that the compliance constant describes}

Apply opposite forces of magnitude $f$ to O and H$_1$ along their bond, pulling them apart. In the harmonic approximation the energy to be minimized is $\frac12\delta q^{T}F\delta q-f\,\delta q_1$. Its minimum satisfies $F\delta q=fe_1$, so
\begin{equation}
\delta q=fCe_1,\qquad \delta q_1=C_{11}f,\qquad \frac{\delta q_j}{\delta q_1}=\frac{C_{j1}}{C_{11}} .
\label{eq:pull}
\end{equation}
If the stretch $\delta q_1=\delta$ is imposed instead, $f$ becomes the Lagrange multiplier of the constraint, with value $\delta/C_{11}$. The energy stored is
\begin{equation}
\tfrac12\delta q^{T}F\delta q=\tfrac12 f\,\delta q_1=\frac{\delta^2}{2C_{11}} .
\end{equation}
The relaxed force constant $1/C_{11}$ is therefore the curvature felt when the rest of the molecule adjusts freely. The diagonal constant $F_{11}$ is the curvature when the rest is clamped, and there is more than one way to clamp it.

\subsection{The relaxed constant of water}

Let $u=(1,a,b)$ be the relaxed response to a unit stretch of $r_1$. By Eq.~\eqref{eq:pull}, $u=Ce_1/C_{11}$ and so $Fu=e_1/C_{11}$. The second and third rows of this equation are
\begin{align}
f_{rr}+f_ra+f_{r\theta}b&=0,\\
f_{r\theta}+f_{r\theta}a+f_\theta b&=0.
\end{align}
With $\Delta=f_rf_\theta-f_{r\theta}^2$, their solution is
\begin{equation}
a=\frac{f_{r\theta}^2-f_{rr}f_\theta}{\Delta},\qquad
b=-\frac{f_{r\theta}(f_r-f_{rr})}{\Delta}.
\end{equation}
The first row then gives
\begin{equation}
\frac1{C_{11}}=f_r+f_{rr}a+f_{r\theta}b
=f_r-\frac{f_{rr}^2f_\theta-2f_{rr}f_{r\theta}^2+f_{r\theta}^2f_r}{\Delta}.
\end{equation}

For the numbers, write $f_r=0.96964$ nN/pm, $f_{rr}=-0.00681$ nN/pm and $f_\theta=789.98$ nN\,pm. Then $\Delta=766.00-6.21=759.79$ nN$^2$, $a=(6.21+5.38)/759.79=0.0153$, and $b=-2.4923(0.97645)/759.79=-0.003203$ rad/pm, or $-0.184$ degrees per pm. The bond angle closes slightly as one bond is stretched. The correction to $f_r$ is $-0.10$ N/m from the other bond and $-7.98$ N/m from the angle, so that
\begin{equation}
\frac1{C_{11}}=969.64-0.10-7.98=961.56\ \text{N/m},\qquad C_{11}=1.040\ \text{pm/nN}.
\end{equation}
In the harmonic approximation a pull of 1 nN lengthens the bond by 1.04 pm. Every coordinate set considered above gives this same $C_{11}$, and so does $C_{22}$ in the set containing $\beta$, where the diagonal force constants of the two bonds disagreed. A separate energy scan, in which $r_1$ was imposed and $r_2$ and $\theta$ were reoptimized, gives 961.65 N/m. The numerical check also confirms the diagonal constants by scans that hold the stated companions fixed.

\section{How far the diagonal constant can move}

The two quantities can be compared for arbitrary companions. Write $t=u+w$. Since $t_1=u_1=1$, it follows that $w_1=0$, and
\begin{align}
F'_{11}&=u^{T}Fu+2w^{T}Fu+w^{T}Fw\nonumber\\
&=\frac{u_1}{C_{11}}+\frac{2w_1}{C_{11}}+w^{T}Fw
=\frac1{C_{11}}+w^{T}Fw .
\label{eq:excess}
\end{align}
Because $F$ is positive definite, $F'_{11}\ge1/C_{11}$. The excess is the energy cost of forcing the companions away from their relaxed response.

The lower limit is reached by the coordinates $(r_1,\;r_2-ar_1,\;\theta-br_1)$, with $a$ and $b$ the constants just found. Fixing these companions makes $r_2$ and $\theta$ follow the relaxation, so $w=0$ and the diagonal constant is 962 N/m. There is no upper limit. Any other constants in place of $a$ and $b$ also define a valid set, and $w^{T}Fw$ grows without bound as they do.

For the set containing $d$, Eq.~\eqref{eq:excess} can be followed term by term. Here $w_2=-0.0153$ and $w_3=-0.013676+0.003203=-0.010473$ rad/pm. The terms $f_rw_2^2$, $2f_{r\theta}w_2w_3$ and $f_\theta w_3^2$ are 0.23, 0.80 and 86.65 N/m. Their sum, 87.68 N/m, equals the difference $1049.23-961.56=87.67$ N/m to within rounding. Nearly all of it is bending energy.

The authors might reply that $(r_1,r_2,\theta)$ is the natural choice. For water at this level it does lie close to the lower limit, since 969.6 N/m exceeds 961.6 N/m by 0.8\%. Comparing diagonal constants within one stated convention is legitimate. But the closeness is a result of the small couplings $f_{rr}$ and $f_{r\theta}$. The 0.8\% comes almost entirely from $f_{r\theta}$, and it becomes 1.3\% at the MP2/cc-pVDZ level. It does not turn the convention into a property of the bond.

\section{What the compliance constant does not settle}

Replacing $F_{11}$ by $1/C_{11}$ and leaving the rest of the argument unchanged would still claim too much, for three reasons.

First, $C_{11}$ is independent of the companions but not of the definition of $q_1$. If $q_1$ is replaced by a function $y(q_1)$, the first row of $J$ becomes $(y',0,0)$ and the compliance becomes $(y')^2C_{11}$. Compliances of a stretch and a bend do not even share a unit.

Second, a curvature at the minimum is not a dissociation energy. For a Morse curve $D(1-e^{-\alpha x})^2$, expansion to second order gives $D\alpha^2x^2$, hence a force constant $2D\alpha^2$. Doubling $D$ and dividing $\alpha$ by $\sqrt2$ leaves this constant unchanged while the well becomes twice as deep. What $C_{11}$ measures is softness against a small pull, including the response of the rest of the molecule.

Third, the invariance was derived at a stationary point. Elsewhere the gradient term in Eq.~\eqref{eq:full} need not vanish, and with $F$ and $J$ evaluated at the point in question
\begin{equation}
C'=J\Bigl(F-\sum_k\frac{\partial V}{\partial q'_k}K^{(k)}\Bigr)^{-1}J^{T}.
\end{equation}
The second derivatives of the companions can now change the compliance even of a coordinate that both sets share. A companion contributes only if it is nonlinear in $q$ and the gradient has a component along it. The term therefore still vanishes for linear combinations such as $r_2-r_1$. It also vanishes when $q_1$ is imposed and the other coordinates are relaxed: then $\partial V/\partial q'_k=0$ for $k\neq1$, and $K^{(1)}=0$ because $q'_1=q_1$, so $C'_{11}=C_{11}$ holds all along the relaxed pull.

A quadratic model surface with the force constants above illustrates the effect. Compare the bending compliance $C_{\theta\theta}$ in $(r_1,r_2,\theta)$ and in $(r_1,d,\theta)$. At the minimum both sets give $1/C_{\theta\theta}=0.777$ aJ/rad$^2$. With both bonds stretched by 5 pm, the first set still gives 0.777 aJ/rad$^2$, because the model is quadratic in its coordinates, but the second gives 1.029 aJ/rad$^2$. The model somewhat overstates the gap. On the anharmonic RHF/cc-pVDZ surface the force at this geometry is smaller, and the two values are 0.743 and 0.957 aJ/rad$^2$.

The increase can be traced. In the second set $r_2$ enters through $d$ alone, so $\partial V/\partial r_2=(\partial V/\partial d)(\partial d/\partial r_2)$. For equal bonds of length $R$, $d=2R\sin(\theta/2)$, which gives
\begin{equation}
\frac{\partial d}{\partial r_2}=\frac{R(1-\cos\theta)}{d}=\sin\frac\theta2,\qquad
\frac{\partial^2d}{\partial\theta^2}=-\frac R2\sin\frac\theta2 .
\end{equation}
The $\theta\theta$ element of the matrix to be inverted is therefore
\begin{equation}
f_\theta-\frac{\partial V}{\partial d}\frac{\partial^2d}{\partial\theta^2}
=f_\theta+\frac R2\frac{\partial V}{\partial r_2}.
\end{equation}
Here $\partial V/\partial r_2=(f_r+f_{rr})(5\ \text{pm})=4.81$ nN and $R=99.63$ pm. The added term is 0.240 aJ/rad$^2$ and the element is 1.030 aJ/rad$^2$. The gradient term also changes the stretch--bend elements. With $\partial^2d/\partial r_i\partial\theta=\frac12\cos(\theta/2)=0.306$ and $\partial V/\partial d=4.81/\sin(\theta/2)=6.08$ nN, they fall from 2.49 to 0.63 nN/rad. The diagonal stretch elements fall by 14 N/m and the stretch--stretch element rises by 14 N/m, because $\partial^2d/\partial r_i^2=-\partial^2d/\partial r_1\partial r_2=\cos^2(\theta/2)/d$. Their sum, the only combination that couples to the bend, is unchanged. The couplings, which lowered 0.790 to 0.777 at the minimum, now lower 1.030 only to 1.029. A compliance constant quoted at a geometry where the other coordinates are not relaxed thus in general needs its coordinate set stated, just as a diagonal force constant does.

\section{Changes requested}

The claim of uniqueness should be withdrawn. Each diagonal force constant should be given together with the coordinates held fixed. If a quantity independent of those companions is wanted, the authors should report $C_{11}$ or $1/C_{11}$ at an optimized geometry, define $q_1$, and call the result a compliance or a relaxed force constant. Any statement about the energy needed to break the bond requires a separate calculation of the dissociation.

\section*{Table of computed values}
\begin{verbatim}
Water, RHF/cc-pVDZ, optimized geometry
O-H length r = 94.629 pm
HOH angle theta = 104.613 deg
H-H distance d = 149.758 pm
angle at H1 beta = 37.693 deg
tan(theta/2) = 1.29415, cot(theta/2) = 0.77271
Force constants in (r1, r2, theta):
f_r = 969.64 N/m
f_rr = -6.81 N/m
f_rtheta = 2.4923 nN/rad
f_theta = 0.78998 aJ/rad^2
Terms added to f_r (N/m):
d fixed: cross -68.17, bend 147.76
beta fixed: cross -/+ 40.70 for r1/r2, bend 52.67
Bond | companions: diagonal F (N/m), energy scan (N/m), C (pm/nN)
r1 | r2, theta fixed: 969.64, 969.74, 1.03998
r1 | r2, d fixed: 1049.23, 1049.33, 1.03998
r1 | r2-r1, theta fixed: 1925.67, 1925.86, 1.03998
r1 | r2, beta fixed: 981.61, 981.71, 1.03998
r2 | r1, beta fixed: 1063.02, 1063.13, 1.03998
r1 | tuned companions fixed: 961.56, 961.65, 1.03998
largest/smallest diagonal F = 2.0027
F(r2) - F(r1) with beta in the set = 81.40 N/m
relaxed constant 1/C = 961.56 N/m
relaxed energy scan = 961.65 N/m
scan step in r1 = 0.5292 pm
Response to stretching r1 (from C; from relaxed scan):
dr2/dr1 = 0.01525; 0.01526
dtheta/dr1 = -0.18352; -0.18350 deg/pm
Relaxed bending constant 1/C_theta, quadratic model (aJ/rad^2):
minimum, (r1,r2,theta): 0.77708
minimum, (r1,d,theta): 0.77709
both bonds stretched by 5.0 pm:
stretched, (r1,r2,theta): 0.77708
stretched, (r1,d,theta): 1.02898
\end{verbatim}
